# Complex Bands and Midgap Decay in a Symmetric Two-Band Insulator: a program that tests the result

```python
"""Complex bands of a symmetric two-band insulator.

Result under test: for H(k) = (Eg/2) sz + P k sx, with P = hbar*v and
band-edge mass m, the decay constant kappa = |Im k| in the gap is
    kappa(E) = kappa0 sqrt(1 - (2E/Eg)^2),  kappa0 = sqrt(m Eg/(2 hbar^2)),
so its maximum is kappa0, at midgap (E = 0).
Extended model: H + alpha k^2 + B k^2 sz (free-electron and remote-band terms).
Units: eV, nm; masses in units of the free-electron mass m0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

C = const.hbar**2 / (const.m_e * const.e) * 1e18   # hbar^2/m0 in eV nm^2
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0])
I2 = np.eye(2)


def hamiltonian(k, gap, P, alpha=0.0, B=0.0):
    return (gap / 2 + B * k**2) * SZ + P * k * SX + alpha * k**2 * I2


def edge_masses(gap, P, alpha=0.0, B=0.0):
    """Conduction and valence masses from second differences of real bands."""
    h = 2e-3 * gap / (2 * P)
    e = [np.linalg.eigvalsh(hamiltonian(k, gap, P, alpha, B))
         for k in (-h, 0.0, h)]
    curvature = (e[0] - 2 * e[1] + e[2]) / h**2
    return C / curvature[1], -C / curvature[0]


def decay_constant(E, gap, P, alpha=0.0, B=0.0):
    """Smallest |Im k| among purely imaginary solutions of det(H(k)-E)=0.
    Solved as an eigenproblem for 1/k, which stays regular if alpha=B=0."""
    M0 = gap / 2 * SZ - E * I2
    M1 = P * SX
    M2 = alpha * I2 + B * SZ
    companion = np.block([[np.zeros((2, 2)), I2],
                          [-np.linalg.solve(M0, M2), -np.linalg.solve(M0, M1)]])
    inverse_k = np.linalg.eigvals(companion).astype(complex)
    k = 1 / inverse_k[np.abs(inverse_k) > 1e-6]
    imaginary = k[np.abs(k.real) < 1e-6 * np.abs(k)]
    return np.min(np.abs(imaginary.imag))


def largest_decay(gap, P, alpha=0.0, B=0.0):
    """Energy and value of the maximum of the decay constant in the gap."""
    r = minimize_scalar(lambda E: -decay_constant(E, gap, P, alpha, B),
                        bounds=(-0.499 * gap, 0.499 * gap), method="bounded",
                        options={"xatol": 1e-9})
    return r.x, -r.fun


def kappa_formula(mass, gap):
    return np.sqrt(mass * gap / (2 * C))


# Main result for several gaps and couplings; the mass is measured, not set
for gap, P in ((0.7, 0.9), (3.4, 0.8), (6.0, 0.4)):
    mc, mv = edge_masses(gap, P)
    assert abs(mc / mv - 1) < 1e-5
    E_max, k_max = largest_decay(gap, P)
    assert abs(E_max) < 1e-4 * gap
    assert abs(k_max / kappa_formula(mc, gap) - 1) < 1e-5
    for x in (-0.45, -0.2, 0.1, 0.4):
        kap = decay_constant(x * gap, gap, P)
        law = kappa_formula(mc, gap) * np.sqrt(1 - 4 * x**2)
        assert abs(kap / law - 1) < 1e-5
        null = np.linalg.svd(hamiltonian(1j * kap, gap, P)
                             - x * gap * I2)[2][-1]
        assert abs(abs(null[0])**2 - (0.5 + x)) < 1e-8

# Example: rough parameters in the regime of gallium nitride along c
gap, mass = 3.4, 0.2
period, field_MV_cm = 0.52, 3.3
depth = 0.5                      # energy below the conduction edge, eV
gap_slope, heating, T_hot = 0.5e-3, 200.0, 500.0
heavy_mass = 1.5
half = gap / 2
P = np.sqrt(gap * C / (2 * mass))
assert abs(edge_masses(gap, P)[0] / mass - 1) < 1e-5
kappa0 = kappa_formula(mass, gap)
E_mid, kappa_num = largest_decay(gap, P)
kappa_depth = decay_constant(half - depth, gap, P)

# Uncoupled parabolic bands: same gap and mass, different decay
B_full = C / (2 * mass)
parabolic_mid = decay_constant(0.0, gap, 0.0, B=B_full)
parabolic_depth = decay_constant(half - depth, gap, 0.0, B=B_full)
assert abs(parabolic_mid / kappa0 - np.sqrt(2)) < 1e-6
assert abs(parabolic_depth / np.sqrt(2 * mass * depth / C) - 1) < 1e-6


# Symmetric remote-band term carrying a fraction s of the inverse mass
def remote_ratio(s):
    B, Ps = s * B_full, P * np.sqrt(1 - s)
    assert abs(edge_masses(gap, Ps, B=B)[0] / mass - 1) < 1e-5
    E_top, k_top = largest_decay(gap, Ps, B=B)
    assert abs(E_top) < 1e-3 * gap
    return k_top / kappa0


remote = {s: remote_ratio(s) for s in (0.05, 0.1, 0.2, 0.5)}
for s, u in remote.items():
    assert abs(1 - s * u**2 / 2 - np.sqrt(1 - s) * u) < 1e-6
# no first-order change: halving s reduces the shift about fourfold
assert 3.5 < (remote[0.1] - 1) / (remote[0.05] - 1) < 5.0

# Free-electron term at fixed conduction mass: unequal edge masses
alpha = C / 2
P_free = np.sqrt(half * C * (1 / mass - 1))
mc, mv = edge_masses(gap, P_free, alpha=alpha)
assert abs(mc / mass - 1) < 1e-5
E_free, kappa_free = largest_decay(gap, P_free, alpha=alpha)
reduced = mc * mv / (mc + mv)
assert abs(kappa_free / np.sqrt(reduced * gap / C) - 1) < 1e-5
assert abs(E_free + alpha * kappa_free**2) < 1e-4 * gap


# Dimerized chain: decay measured from the response to a source at one end
def chain_hoppings(a):
    t_small = -half / 2 + np.sqrt(half**2 / 4 + (P / a)**2)
    return t_small + half, t_small


def chain_decay(E, a, cells=400):
    t1, t2 = chain_hoppings(a)
    hop = np.full(2 * cells - 1, t1)
    hop[1::2] = t2
    H = np.diag(hop, 1) + np.diag(hop, -1)
    source = np.zeros(2 * cells)
    source[0] = 1.0
    psi = np.linalg.solve(E * np.eye(2 * cells) - H, source)
    size = np.linalg.norm(psi.reshape(cells, 2), axis=1)
    return np.log(size[3] / size[13]) / (10 * a)


def chain_band(q, a):
    t1, t2 = chain_hoppings(a)
    f = t1 - t2 * np.exp(1j * q * a)     # q measured from the zone boundary
    return np.linalg.eigvalsh(np.array([[0, f], [np.conj(f), 0]]))[1]


for a in (0.05, 0.1, period):
    h = 4e-3
    curv = (chain_band(h, a) - 2 * chain_band(0, a) + chain_band(-h, a)) / h**2
    assert abs(C / curv / mass - 1) < 1e-4
    for E in (0.0, 0.5 * half, -0.8 * half):
        continuum = kappa0 * np.sqrt(1 - (E / half)**2)
        law = 2 / a * np.arcsinh(continuum * a / 2)
        assert abs(chain_decay(E, a) / law - 1) < 1e-7
err_coarse = 1 - chain_decay(0.0, 0.1) / kappa0
err_fine = 1 - chain_decay(0.0, 0.05) / kappa0
assert abs(err_coarse / err_fine - 4) < 0.05
kappa_chain = chain_decay(0.0, period)

# Transverse momentum in the isotropic model
k_perp = np.sqrt(2 * mass * const.k * T_hot / const.e / C)
kx = np.linalg.eigvals(SX @ (-half * SZ - P * k_perp * SY) / P)
kappa_perp = np.max(np.abs(kx.imag))
assert abs(kappa_perp / np.hypot(kappa0, k_perp) - 1) < 1e-8

# Heating: smaller gap at fixed coupling
gap_hot = gap - gap_slope * heating
kappa_hot = largest_decay(gap_hot, P)[1]
assert abs(kappa_hot / kappa0 - gap_hot / gap) < 1e-6

# Heavy band on its own, from the valence edge to midgap
kappa_heavy = decay_constant(0.0, gap, 0.0, B=C / (2 * heavy_mass))


# Interband tunnelling in a uniform field (force in eV/nm)
def field_exponent(force):
    return np.pi * kappa0 * gap / (2 * force)


def transition_probability(force):
    """Drive k through the gap and project on the upper band."""
    k_end = 30 * kappa0
    start = np.linalg.eigh(hamiltonian(-k_end, gap, P))[1][:, 0]
    sol = solve_ivp(lambda k, y: -1j / force * (hamiltonian(k, gap, P) @ y),
                    (-k_end, k_end), start.astype(complex), method="DOP853",
                    rtol=1e-8, atol=1e-10)
    upper = np.linalg.eigh(hamiltonian(k_end, gap, P))[1][:, 1]
    return abs(np.vdot(upper, sol.y[:, -1]))**2


force = field_MV_cm * 0.1
action = quad(lambda th: 2 / force * half * np.cos(th)
              * decay_constant(half * np.sin(th), gap, P),
              -np.pi / 2, np.pi / 2, epsrel=1e-8)[0]
assert abs(action / field_exponent(force) - 1) < 1e-6
strong = (4.0, 10.0)
probabilities = [transition_probability(f) for f in strong]
for f, prob in zip(strong, probabilities):
    # tolerance covers the finite range of k
    assert abs(prob / np.exp(-field_exponent(f)) - 1) < 2e-3


def percent(value):
    return 100 * (value / kappa0 - 1)


print("INPUTS (rough, gallium nitride regime, c axis)")
print(f"gap E_g                          {gap:.2f} eV")
print(f"band-edge mass m                 {mass:.2f} m0")
print(f"hbar^2/m0                        {C:.5f} eV nm^2")
print("MAIN RESULT")
print(f"coupling hbar*v                  {P:.4f} eV nm")
print(f"velocity v                       {P*const.e*1e-9/const.hbar:.3e} m/s")
print(f"kappa0 from formula              {kappa0:.4f} 1/nm")
print(f"largest kappa, eigenproblem      {kappa_num:.4f} 1/nm")
print(f"amplitude decay length           {1/kappa0:.4f} nm")
print(f"probability decay length         {1/(2*kappa0):.4f} nm")
print(f"probability loss                 {2*kappa0/np.log(10):.3f} decades/nm")
print(f"depth below conduction edge      {depth:.2f} eV")
print(f"kappa there, two-band            {kappa_depth:.4f} 1/nm")
print(f"kappa there, parabolic           {parabolic_depth:.4f} 1/nm")
print(f"conduction weight there          {0.5+(half-depth)/gap:.4f}")
print(f"kappa midgap, parabolic          {parabolic_mid:.4f} 1/nm")
print("NEGLECTED EFFECTS (change of largest kappa)")
print(f"free-electron term: kappa        {kappa_free:.4f} 1/nm")
print(f"  change                         {percent(kappa_free):+.1f} %")
print(f"  valence mass                   {mv:.4f} m0")
print(f"  reduced mass                   {reduced:.4f} m0")
print(f"  energy of maximum              {E_free:+.3f} eV")
print(f"remote bands, s=0.2: change      {100*(remote[0.2]-1):+.2f} %")
print(f"remote bands, s=0.5: change      {100*(remote[0.5]-1):+.2f} %")
print(f"lattice period                   {period:.2f} nm")
print(f"  kappa0 * period                {kappa0*period:.3f}")
print(f"  chain kappa                    {kappa_chain:.4f} 1/nm")
print(f"  change                         {percent(kappa_chain):+.1f} %")
print(f"heating                          {heating:.0f} K")
print(f"  rough gap slope                {-1e3*gap_slope:.1f} meV/K")
print(f"  change                         {percent(kappa_hot):+.1f} %")
print(f"transverse k at {T_hot:.0f} K            {k_perp:.3f} 1/nm")
print(f"  change                         {percent(kappa_perp):+.1f} %")
print(f"heavy-hole mass (rough)          {heavy_mass:.1f} m0")
print(f"  its own midgap kappa           {kappa_heavy:.2f} 1/nm")
print("FIELD")
print(f"breakdown field (rough)          {field_MV_cm:.1f} MV/cm")
print(f"tunnel length E_g/(eF)           {gap/force:.2f} nm")
print(f"energy drop per decay length     {force/kappa0:.3f} eV")
print(f"tunnelling exponent              {field_exponent(force):.2f}")
print(f"exp(-exponent)                   {np.exp(-field_exponent(force)):.1e}")
for f, prob in zip(strong, probabilities):
    print(f"test field {10*f:.0f} MV/cm: driven       {prob:.5f}")
    print(f"  exp(-exponent)                 {np.exp(-field_exponent(f)):.5f}")
print("checks complete")
```

It prints:

```
INPUTS (rough, gallium nitride regime, c axis)
gap E_g                          3.40 eV
band-edge mass m                 0.20 m0
hbar^2/m0                        0.07620 eV nm^2
MAIN RESULT
coupling hbar*v                  0.8048 eV nm
velocity v                       1.223e+06 m/s
kappa0 from formula              2.1123 1/nm
largest kappa, eigenproblem      2.1123 1/nm
amplitude decay length           0.4734 nm
probability decay length         0.2367 nm
probability loss                 1.835 decades/nm
depth below conduction edge      0.50 eV
kappa there, two-band            1.4962 1/nm
kappa there, parabolic           1.6201 1/nm
conduction weight there          0.8529
kappa midgap, parabolic          2.9873 1/nm
NEGLECTED EFFECTS (change of largest kappa)
free-electron term: kappa        2.3617 1/nm
  change                         +11.8 %
  valence mass                   0.3333 m0
  reduced mass                   0.1250 m0
  energy of maximum              -0.213 eV
remote bands, s=0.2: change      +0.51 %
remote bands, s=0.5: change      +3.53 %
lattice period                   0.52 nm
  kappa0 * period                1.098
  chain kappa                    2.0184 1/nm
  change                         -4.4 %
heating                          200 K
  rough gap slope                -0.5 meV/K
  change                         -2.9 %
transverse k at 500 K            0.476 1/nm
  change                         +2.5 %
heavy-hole mass (rough)          1.5 m0
  its own midgap kappa           8.18 1/nm
FIELD
breakdown field (rough)          3.3 MV/cm
tunnel length E_g/(eF)           10.30 nm
energy drop per decay length     0.156 eV
tunnelling exponent              34.19
exp(-exponent)                   1.4e-15
test field 40 MV/cm: driven       0.05960
  exp(-exponent)                 0.05959
test field 100 MV/cm: driven       0.32359
  exp(-exponent)                 0.32364
checks complete
```
